**Slater integrals by a positive finite sum, and the failure of the subtractive form**

The program evaluates \(R^k(ab,cd)\) for Slater-type functions \(P_i=N_ir^{n_i}e^{-\zeta_i r}\), with \(p=n_a+n_c\), \(\alpha=\zeta_a+\zeta_c\) for electron 1 and \(q=n_b+n_d\), \(\beta=\zeta_b+\zeta_d\) for electron 2. It asserts that the positive finite sum agrees with nested quadrature of the definition, and that it equals the subtractive form in rational arithmetic for several sets of powers and exponents. The amplification factor \(K\) is the leading term of the subtractive form divided by the unnormalized integral. The program asserts its expression as an average over two gamma-distributed radii, its growth with \(\alpha/\beta\) on a set of ratios, and the lower bound \(C(\alpha/\beta)^{2k+1}\) with its limit, where \(C\) is a ratio of factorials. It also asserts that the largest rounding errors in a scan of neighbouring exponents follow \(K\) times the unit roundoff within stated factors. For \(p=q=7\), \(k=4\) and \(\alpha/\beta=60\), the output shows a largest relative error of 4.9 and 28 negative values among 60 for the subtractive form. The positive sum stays within \(1.5\times10^{-15}\) of the rational reference throughout the scan, and taking the complement over the compact density reduces \(K\) to 1.001.

## Numerical check

```python
"""Slater integral R^k(ab,cd) over four Slater-type radial functions.

Result under test (atomic units), P_i(r) = N_i r^n_i exp(-zeta_i r):
  R^k = N_a N_b N_c N_d [T(p-k-1,alpha; q+k,beta) + T(q-k-1,beta; p+k,alpha)]
  T(m,a; l,b) = sum_{j=0..m} m! (l+j)! / (j! a^(m+1-j) (a+b)^(l+j+1))
with p = n_a+n_c, alpha = zeta_a+zeta_c (electron 1) and
q = n_b+n_d, beta = zeta_b+zeta_d (electron 2).
All terms are positive. The equivalent subtractive form, which writes the
integral over r2 < r1 as a complete integral minus a tail, amplifies rounding
errors by K = (leading term)/(integral), and
K >= C (alpha/beta)^(2k+1), an equality for alpha/beta -> infinity.
"""
from fractions import Fraction
from math import exp, factorial, inf, log, sqrt
from scipy.integrate import quad
from scipy.special import beta as beta_function

UNIT_ROUNDOFF = 2.0**-53


def ordered_part(m, a, l, b):
    """Integral of r^m e^(-a r) s^l e^(-b s) over 0 < s < r."""
    return sum(factorial(m) // factorial(j) * factorial(l + j)
               / (a**(m + 1 - j) * (a + b)**(l + j + 1))
               for j in range(m + 1))


def positive_form(k, p, alpha, q, beta):
    return (ordered_part(p - k - 1, alpha, q + k, beta)
            + ordered_part(q - k - 1, beta, p + k, alpha))


def bracket(k, p, alpha, q, beta):
    """Complete integral minus finite sum: the place of the cancellation."""
    m, top = p - k - 1, q + k
    finite_sum = sum(beta**j * (factorial(m + j) // factorial(j))
                     / (alpha + beta)**(m + j + 1) for j in range(top + 1))
    return factorial(m) / alpha**(m + 1) - finite_sum


def subtractive_form(k, p, alpha, q, beta):
    inner = (factorial(q + k) / beta**(q + k + 1)
             * bracket(k, p, alpha, q, beta))
    return inner + ordered_part(q - k - 1, beta, p + k, alpha)


def exact_integral(k, p, alpha, q, beta):
    """Rational arithmetic on exactly the given binary numbers."""
    return positive_form(k, p, Fraction(alpha), q, Fraction(beta))


def amplification(k, p, alpha, q, beta):
    a, b = Fraction(alpha), Fraction(beta)
    leading = (factorial(q + k) * factorial(p - k - 1)
               / (b**(q + k + 1) * a**(p - k)))
    return float(leading / positive_form(k, p, a, q, b))


def prefactor_c(k, p, q):
    return (factorial(q + k) * factorial(p - k - 1)
            / (factorial(q - k - 1) * factorial(p + k)))


def norm(n, zeta):
    return (2 * zeta)**(n + 0.5) / sqrt(factorial(2 * n))


def radial(orbital, r):
    n, zeta = orbital
    return norm(n, zeta) * r**n * exp(-zeta * r)


def quadrature_rk(k, a, b, c, d):
    """R^k from its definition, by nested adaptive quadrature."""
    alpha, beta = a[1] + c[1], b[1] + d[1]
    options = dict(epsabs=0.0, epsrel=1e-10, limit=200)

    def outer(r1):
        low = quad(lambda r2: radial(b, r2) * radial(d, r2) * (r2 / r1)**k
                   / r1, 0, r1, **options)[0]
        high = quad(lambda r2: radial(b, r2) * radial(d, r2) * (r1 / r2)**k
                    / r2, r1, r1 + 90 / beta, **options)[0]
        return radial(a, r1) * radial(c, r1) * (low + high)

    return quad(outer, 0, 90 / alpha, epsabs=0.0, epsrel=1e-9, limit=200)[0]


def closed_rk(k, a, b, c, d):
    scale = norm(*a) * norm(*b) * norm(*c) * norm(*d)
    return scale * positive_form(k, a[0] + c[0], a[1] + c[1],
                                 b[0] + d[0], b[1] + d[1])


# Definition against closed form, including the largest allowed multipole.
orb_a, orb_b, orb_c, orb_d = (3, 8.0), (3, 0.15), (4, 7.0), (4, 0.10)
example = (orb_a, orb_b, orb_c, orb_d)
other = ((2, 1.3), (2, 2.1), (3, 0.9), (3, 0.7))
quadrature_values = {}
worst_quadrature = 0.0
for orbitals, multipoles in ((example, (0, 2, 4)), (other, (1, 3))):
    for k in multipoles:
        numerical = quadrature_rk(k, *orbitals)
        deviation = abs(numerical / closed_rk(k, *orbitals) - 1)
        worst_quadrature = max(worst_quadrature, deviation)
        if orbitals is example:
            quadrature_values[k] = numerical
assert worst_quadrature < 1e-7

# Hydrogenic 1s pair: the known value 5/8 zeta, in exact arithmetic.
one_s_pair = 16 * positive_form(0, 2, Fraction(2), 2, Fraction(2))
assert one_s_pair == Fraction(5, 8)

# The two finite forms are identical in exact arithmetic, and the bracket is
# the tail of a convergent positive series.
for k, p, q in ((0, 2, 4), (1, 5, 5), (3, 5, 9), (4, 7, 7)):
    for a, b in ((Fraction(7, 3), Fraction(2, 5)), (Fraction(1), Fraction(3))):
        assert subtractive_form(k, p, a, q, b) == positive_form(k, p, a, q, b)
        x, y, m = float(a), float(b), p - k - 1
        tail = sum((factorial(m + j) // factorial(j)) * (y / (x + y))**j
                   for j in range(q + k + 1, q + k + 220)) / (x + y)**(m + 1)
        assert abs(tail / float(bracket(k, p, a, q, b)) - 1) < 1e-11

# 1/K as the mean of min(1, (r1/r2)^(2k+1)) over gamma-distributed radii;
# growth of K with the exponent ratio, its lower bound and its limit.
for k, p, q in ((0, 3, 6), (3, 5, 9), (4, 7, 7)):
    previous = 0.0
    for ratio in (0.1, 0.5, 1.0, 5.0, 20.0, 100.0):
        shape1, shape2 = p - k, q + k + 1

        def density(t):
            return (t**(shape1 - 1) * (1 + t)**(-shape1 - shape2)
                    / beta_function(shape1, shape2))

        below = quad(lambda t: (t / ratio)**(2 * k + 1) * density(t),
                     0, ratio, epsabs=0, epsrel=1e-10, limit=200)[0]
        above = quad(density, ratio, inf, epsabs=0, epsrel=1e-9, limit=200)[0]
        factor = amplification(k, p, ratio, q, 1.0)
        assert abs((below + above) * factor - 1) < 1e-7
        bound = prefactor_c(k, p, q) * ratio**(2 * k + 1)
        assert factor > previous and factor >= 1
        assert factor >= bound * (1 - 1e-12)
        previous = factor
    limit_ratio = (amplification(k, p, 1e5, q, 1.0)
                   / (prefactor_c(k, p, q) * 1e5**(2 * k + 1)))
    assert abs(limit_ratio - 1) < 1e-3

# Rounding errors in double precision over neighbouring exponents.
p, q = orb_a[0] + orb_c[0], orb_b[0] + orb_d[0]
alpha, beta = orb_a[1] + orb_c[1], orb_b[1] + orb_d[1]
samples = 60
scan = {}
worst_positive = 0.0
for ratio in (1, 10, 30, 60):
    for k in (0, 2, 4):
        worst, negative = 0.0, 0
        for i in range(samples):
            b = alpha / ratio * (1 + 0.0007 * i)
            reference = exact_integral(k, p, alpha, q, b)
            trial = subtractive_form(k, p, alpha, q, b)
            error = abs(float(Fraction(trial) / reference - 1))
            worst, negative = max(worst, error), negative + (trial < 0)
            good = Fraction(positive_form(k, p, alpha, q, b))
            worst_positive = max(worst_positive,
                                 abs(float(good / reference - 1)))
        factor = amplification(k, p, alpha, q, alpha / ratio)
        # a few dozen roundings enter; neighbours differ slightly in K
        assert 0.1 < worst / (UNIT_ROUNDOFF * factor) < 60
        scan[ratio, k] = (factor, worst, negative)
assert worst_positive < 40 * UNIT_ROUNDOFF
assert scan[60, 4][1] > 0.1 and scan[60, 0][1] < 1e-12

# Complement over the compact density instead: no serious loss.
swapped = {k: amplification(k, q, beta, p, alpha) for k in (0, 2, 4)}
for k in swapped:
    assert swapped[k] < 1.01
    reference = exact_integral(k, p, alpha, q, beta)
    trial = Fraction(subtractive_form(k, q, beta, p, alpha))
    assert abs(float(trial / reference - 1)) < 60 * UNIT_ROUNDOFF

# Ratio at which the predicted error reaches 100 percent.
critical = {}
for k in (0, 2, 4):
    critical[k] = (1 / (UNIT_ROUNDOFF * prefactor_c(k, p, q)))**(1/(2*k + 1))
    actual = amplification(k, p, critical[k], q, 1.0) * UNIT_ROUNDOFF
    assert abs(actual - 1) < 0.01

# Conditioning of the integral itself, by central differences.
step = Fraction(1, 10**5)
A, B = Fraction(alpha), Fraction(beta)


def log_slope(up, down):
    return log(float(up / down)) / (2 * float(step))


slope_alpha = log_slope(positive_form(4, p, A * (1 + step), q, B),
                        positive_form(4, p, A * (1 - step), q, B))
slope_beta = log_slope(positive_form(4, p, A, q, B * (1 + step)),
                       positive_form(4, p, A, q, B * (1 - step)))
assert slope_alpha < 0 and slope_beta < 0
assert abs(slope_alpha + slope_beta + p + q + 1) < 1e-6

scale = norm(*orb_a) * norm(*orb_b) * norm(*orb_c) * norm(*orb_d)
for name, orbital in zip("abcd", example):
    print(f"orbital {name}: n = {orbital[0]}, zeta = {orbital[1]:.2f} 1/bohr")
print(f"p = {p}, q = {q}, alpha = {alpha:.2f}, beta = {beta:.2f} 1/bohr")
print(f"alpha/beta = {alpha / beta:.1f}, unit roundoff = {UNIT_ROUNDOFF:.3e}")
print(f"product of four norms = {scale:.6e} bohr^-(p+q+2)")
print(f"1s pair, zeta = 1: F0 = {float(one_s_pair):.4f} hartree")
for k in (0, 2, 4):
    exact = scale * float(exact_integral(k, p, alpha, q, beta))
    plus = scale * positive_form(k, p, alpha, q, beta)
    minus = scale * subtractive_form(k, p, alpha, q, beta)
    print(f"R^{k} rational arithmetic = {exact:.12e} hartree")
    print(f"R^{k} positive sum        = {plus:.12e} hartree")
    print(f"R^{k} subtractive form    = {minus:.12e} hartree")
    print(f"R^{k} quadrature          = {quadrature_values[k]:.8e} hartree")
part_in = scale * ordered_part(p - 5, alpha, q + 4, beta)
part_out = scale * ordered_part(q - 5, beta, p + 4, alpha)
print(f"k=4 part from r2 < r1 = {part_in:.6e} hartree")
print(f"k=4 part from r2 > r1 = {part_out:.6e} hartree")
print(f"k=4 bracket, first term = {factorial(p-5)/alpha**(p-4):.6e} bohr^3")
print(f"k=4 bracket, exact  = {float(bracket(4, p, A, q, B)):.6e} bohr^3")
print(f"k=4 bracket, double = {bracket(4, p, alpha, q, beta):.6e} bohr^3")
print(f"largest quadrature deviation (relative) = {worst_quadrature:.1e}")
print(f"scan: {samples} neighbouring beta values per line")
for (ratio, k), (factor, worst, negative) in scan.items():
    print(f"ratio {ratio}, k={k}: K = {factor:.3e}, worst rel. error = "
          f"{worst:.1e}, negative results = {negative}")
print(f"positive sum, worst rel. error in scan = {worst_positive:.1e}")
for k in (0, 2, 4):
    print(f"k={k}: C = {prefactor_c(k, p, q):.3f}, critical ratio = "
          f"{critical[k]:.4g}, K with roles swapped = {swapped[k]:.6f}")
print(f"k=4 log slopes: alpha {slope_alpha:.4f}, beta {slope_beta:.4f}")
print("all assertions hold")
```

Output:

```
orbital a: n = 3, zeta = 8.00 1/bohr
orbital b: n = 3, zeta = 0.15 1/bohr
orbital c: n = 4, zeta = 7.00 1/bohr
orbital d: n = 4, zeta = 0.10 1/bohr
p = 7, q = 7, alpha = 15.00, beta = 0.25 1/bohr
alpha/beta = 60.0, unit roundoff = 1.110e-16
product of four norms = 8.584252e-04 bohr^-(p+q+2)
1s pair, zeta = 1: F0 = 0.6250 hartree
R^0 rational arithmetic = 1.991385550942e-02 hartree
R^0 positive sum        = 1.991385550942e-02 hartree
R^0 subtractive form    = 1.991385550942e-02 hartree
R^0 quadrature          = 1.99138555e-02 hartree
R^2 rational arithmetic = 1.327588950663e-05 hartree
R^2 positive sum        = 1.327588950663e-05 hartree
R^2 subtractive form    = 1.327588914494e-05 hartree
R^2 quadrature          = 1.32758895e-05 hartree
R^4 rational arithmetic = 3.376837237252e-08 hartree
R^4 positive sum        = 3.376837237252e-08 hartree
R^4 subtractive form    = 9.608578262345e-08 hartree
R^4 quadrature          = 3.37683724e-08 hartree
k=4 part from r2 < r1 = 1.132854e-11 hartree
k=4 part from r2 > r1 = 3.375704e-08 hartree
k=4 bracket, first term = 5.925926e-04 bohr^3
k=4 bracket, exact  = 1.970588e-23 bohr^3
k=4 bracket, double = 1.084202e-19 bohr^3
largest quadrature deviation (relative) = 2.2e-16
scan: 60 neighbouring beta values per line
ratio 1, k=0: K = 1.265e+00, worst rel. error = 3.7e-16, negative results = 0
ratio 1, k=2: K = 5.569e+00, worst rel. error = 3.4e-15, negative results = 0
ratio 1, k=4: K = 7.728e+01, worst rel. error = 5.1e-14, negative results = 0
ratio 10, k=0: K = 1.000e+01, worst rel. error = 9.6e-15, negative results = 0
ratio 10, k=2: K = 1.003e+05, worst rel. error = 8.7e-11, negative results = 0
ratio 10, k=4: K = 1.116e+09, worst rel. error = 5.8e-07, negative results = 0
ratio 30, k=0: K = 3.000e+01, worst rel. error = 1.8e-14, negative results = 0
ratio 30, k=2: K = 2.430e+07, worst rel. error = 1.5e-08, negative results = 0
ratio 30, k=4: K = 1.983e+13, worst rel. error = 8.8e-03, negative results = 0
ratio 60, k=0: K = 6.000e+01, worst rel. error = 6.1e-14, negative results = 0
ratio 60, k=2: K = 7.776e+08, worst rel. error = 5.5e-07, negative results = 0
ratio 60, k=4: K = 1.009e+16, worst rel. error = 4.9e+00, negative results = 28
positive sum, worst rel. error in scan = 1.5e-15
k=0: C = 1.000, critical ratio = 9.007e+15, K with roles swapped = 1.000000
k=2: C = 1.000, critical ratio = 1552, K with roles swapped = 1.000001
k=4: C = 1.000, critical ratio = 59.26, K with roles swapped = 1.001066
k=4 log slopes: alpha -11.9970, beta -3.0030
all assertions hold
```
